Reflection of s and p light in the transverse Kerr geometry

**The situation**

Monochromatic light of vacuum wavenumber k₀ falls from vacuum (z < 0) on the flat surface of a thick, homogeneous metal (z > 0). The plane of incidence is xz and the angle of incidence is θ. The metal is magnetised along +y, in the surface and perpendicular to the plane of incidence; this is the transverse Kerr geometry. Without magnetisation the metal is isotropic, with complex dielectric constant ε. Its magnetic permeability at optical frequency is 1.

Fields vary as exp(−iωt), so absorption means Im ε > 0. D is measured in units of ε₀, and H is multiplied by the vacuum impedance, so that E, D and H share one unit. Write s = sin θ and c = cos θ. Light is called s when E is along y, and p when H is along y. The coefficient r_s is the ratio of reflected to incident E_y, and r_p is the ratio of reflected to incident H_y. The amplitude r_sp is the s wave produced by p light, and r_ps is the reverse.

**Part (a)**

Question. Use symmetry to find the dielectric tensor to first order in the magnetisation M. Which elements can change at second order?

Answer. A rotation by 180° about y reverses x and z but leaves y and M unchanged. The tensor must be unchanged too, so every element that links y to x or z vanishes:

ε_xy = ε_yx = ε_yz = ε_zy = 0

A rotation by 90° about y sends (E_x, E_z) to (E_z, −E_x), and D must follow in the same way. The rotated field gives D′_x = ε_xx E_z − ε_xz E_x, which must equal the old D_z = ε_zx E_x + ε_zz E_z. Comparing coefficients,

ε_zz = ε_xx,  ε_zx = −ε_xz

Onsager's relation, ε_ij(M) = ε_ji(−M), makes the diagonal elements even in M. It also gives ε_xz(M) = ε_zx(−M) = −ε_xz(−M), so ε_xz is odd. If the tensor is a smooth function of M, the diagonal elements first change at second order, while ε_xz starts at first order. Define the small complex number Q, proportional to M, by ε_xz = iεQ. Then

D_x = ε(E_x + iQE_z)
D_y = εE_y
D_z = ε(E_z − iQE_x)

This is D = ε(E + iQ m×E) with m along +y. Reversing the magnetisation replaces Q by −Q.

A small microscopic model illustrates the orders. It has a filled s level and an empty p level 2.2 eV above it, with spin-orbit constant 0.3 eV, broadening 0.3 eV, oscillator strength 5 eV per spin and photon energy 2.0 eV. Its ε is about 11 + 19i, so it is an absorbing interband medium, not a model of a real metal; it shows only the orders in M. When an exchange field along y acting on the p level is doubled from 0.01 to 0.02 eV, ε_xz grows by a factor 1.996 and the change of ε_yy by 3.996. In this model ε_xz vanishes if the spin-orbit coupling is removed.

**Part (b)**

Question. Show whether reflection converts s light into p light or p light into s light.

Answer. All fields share the factor exp(ik₀sx) and do not depend on y. The equations curl E = ik₀H and curl H = −ik₀D become, component by component,

−∂_z E_y = ik₀H_x
∂_z E_x − ik₀sE_z = ik₀H_y
sE_y = H_z
∂_z H_y = ik₀D_x
∂_z H_x − ik₀sH_z = −ik₀D_y
sH_y = −D_z

By part (a), D_y contains only E_y, while D_x and D_z contain only E_x and E_z. The first, third and fifth equations therefore involve (E_y, H_x, H_z), and the others involve (H_y, E_x, E_z). The boundary conditions do not mix the sets either: E_y and H_x are continuous in one, E_x and H_y in the other.

Could p light nevertheless be accompanied by an s wave? That wave would have no incident part. Let its reflected and transmitted E_y amplitudes be b and t, and let q be its normal wavenumber in the metal in units of k₀. The first equation gives H_x = −qE_y in the metal and H_x = +cE_y for a wave leaving into vacuum. Continuity requires b = t and cb = −qt, hence (c + q)b = 0. For a decaying wave in an absorbing metal Re q > 0, so b = 0.

For incident s light the same argument applies to a p wave. With Z = E_x/H_y in the metal, continuity gives (c + Z)b = 0. The energy flux into the metal is proportional to Re Z, which cannot be negative in an absorbing half-space, so for c > 0 again b = 0. Therefore

r_sp = r_ps = 0

The argument used no expansion in Q. It needs only the four vanishing tensor elements, so within the stated symmetry it holds at every order in M.

If M pointed along x, then m×E = (0, −E_z, E_y), and D_y would contain E_z: the sets would couple. A numerical solution that keeps all four tangential field components together was tested with Q = 0.2 + 0.1i, for ε = −11 + 17i, −3 + 2i and 5 + 9i at 15°, 50° and 75°. Both conversion amplitudes were below 10⁻¹² for M along y, and above 10⁻⁴ for M along x or z.

**Part (c)**

Question. Find r_s, and the leading way in which magnetisation can alter it.

Answer. In the metal let E_y vary as exp(ik₀qz). Then H_x = −qE_y and H_z = sE_y. The fifth equation gives

−q² − s² = −ε,  so q = √(ε − s²), with Im q > 0

In vacuum the incident wave has H_x = −c and the reflected wave H_x = +c r_s, for unit incident E_y. Continuity of E_y and H_x gives

1 + r_s = t,  −c + c r_s = −qt

Eliminating t gives c(1 − r_s) = q(1 + r_s), and therefore

r_s = (c − q)/(c + q)

Q does not appear. Physically, E lies along M, so m×E vanishes. If ε_yy shifts by δε, then δq = δε/(2q), and differentiating r_s with respect to q gives

δr_s = −2c δq/(c + q)² = −c δε/[q(c + q)²]

Since δε is even in M, r_s has no linear term and can change only from second order. In the model of part (a), used at 60°, doubling the exchange field multiplies the change of r_s by 3.999 and the odd part of r_p by 2.000.

**Part (d)**

Question. Find the normal wavenumber and the surface impedance Z = E_x/H_y of the p wave in the metal. Keep the tensor of part (a) as it stands, without expanding in Q.

Answer. With fields varying as exp(ik₀κz), the three p equations are

κE_x − sE_z = H_y
ε(E_x + iQE_z) = κH_y
ε(E_z − iQE_x) = −sH_y

Subtract iQ times the third from the second. The E_z terms cancel, and −iQ(−iQ)E_x = −Q²E_x, so

ε(1 − Q²)E_x = (κ + iQs)H_y

Add iQ times the second to the third. Now the E_x terms cancel:

ε(1 − Q²)E_z = (−s + iQκ)H_y

Insert both in the first equation:

κ² + iQsκ + s² − iQsκ = ε(1 − Q²)

The linear terms cancel, leaving

κ² = ε(1 − Q²) − s²
Z = (κ + iQs)/[ε(1 − Q²)]

The wavenumber has no first-order change, but the ratio of tangential fields does. The first-order effect on reflection thus enters through the matching at the surface, not through a changed wavelength or decay length. The term iQs is odd in both M and s: reversing M is equivalent to sending the light in from the other side of the normal.

**Part (e)**

Question. Find r_p and its relative first-order change η = δr_p/r_p. When does the expansion fail?

Answer. In vacuum E_x = cH_y for the incident wave and E_x = −cH_y for the reflected one. Continuity of H_y and E_x gives

1 + r_p = t,  c(1 − r_p) = Zt

and hence

r_p = (c − Z)/(c + Z)

To first order κ = q and 1 − Q² = 1, so Z = q/ε + iQs/ε. The unmagnetised coefficient is

r_p⁰ = (εc − q)/(εc + q)

The derivative of r_p with respect to Z is −2c/(c + Z)². Taken at Z = q/ε, it gives

δr_p = −2c (iQs/ε) ε²/(εc + q)² = −2iQεsc/(εc + q)²

Division by r_p⁰ replaces one factor εc + q in the denominator by εc − q. With 2sc = sin 2θ,

η = −iQε sin 2θ/(ε²c² − q²)

Finally, q² = ε − s² and c² + s² = 1 give

(ε − 1)(εc² − s²) = ε²c² − εs² − εc² + s² = ε²c² − ε + s² = ε²c² − q²

so that

η = −iQε sin 2θ/[(ε − 1)(εc² − s²)]

Besides |Q| ≪ 1, replacing κ by q requires |εQ²| ≪ |q²|. The relative form also requires |η| ≪ 1. It fails at a true Brewster angle, where εc² = s² and r_p⁰ = 0; there δr_p remains finite but cannot be compared with zero. An absorbing metal has no such zero, since Im(εc²) ≠ 0 for c > 0.

For the nine combinations of ε and θ in part (b), the derivative of r_p at Q = 0, found numerically from the coupled solution, agreed with these formulas to within one part in 10⁵.

**Part (f)**

Question. An experiment reverses M and records the contrast A = (R₊ − R₋)/(R₊ + R₋) of the p reflectance R = |r_p|². Find A to first order, and examine normal incidence, grazing incidence, large |ε| and a lossless medium.

Answer. To this order r_p = r_p⁰(1 ± η), so

R± = |r_p⁰|²(1 ± 2 Re η + |η|²)

The numerator of A is proportional to 4 Re η and the denominator to 2(1 + |η|²). Therefore, to first order,

A = 2 Re η

At normal incidence sin 2θ = 0 and the linear change vanishes. Symmetry explains this: a 180° rotation about z reverses M but turns p light into p light with both amplitudes reversed, so r_p cannot depend on the sign of M.

At grazing incidence s → 1 and c → 0, so η → 2iQεc/(ε − 1). The effect vanishes in proportion to c.

If |ε| ≫ 1 and |ε|c² ≫ s², the denominator of η tends to ε²c², and

η ≈ −2iQ tan θ/ε

At fixed Q and in this range of angles the effect falls as 1/|ε| and grows with tan θ. The growth ends near |ε|c² ≈ 1, where |η| peaks; that peak falls only as |ε|^(−1/2).

In a lossless medium the dielectric tensor is Hermitian, so ε and Q are real. Then η is imaginary and A = 0 to first order. The full impedance of part (d) shows more, for |Q| < 1. If κ is real, Z = a + ib, where a is even and b odd in Q. Then R = [(c − a)² + b²]/[(c + a)² + b²] is even in Q. If κ is imaginary, Z is imaginary and R = 1. A reflectance contrast on reversing M therefore needs absorption in this half-space model.

**Part (g)**

Question. Evaluate the effect for cobalt at 633 nm (1.96 eV) and θ = 60°. Take the rough typical values n = 2.2 + 4.0i and |Q| = 0.04, and choose Q real and positive.

Answer. First,

ε = n² = 4.84 − 16 + 17.6i = −11.16 + 17.60i
q = √(ε − 0.75) = 2.161 + 4.072i

The unmagnetised coefficients are r_s = −0.888 − 0.172i and r_p = 0.492 + 0.471i, giving R_s = 0.817 and R_p = 0.464.

For η, sin 120° = 0.8660, and the numerator is

−i(0.04)(0.8660)(−11.16 + 17.60i) = 0.6097 + 0.3866i

The denominator is

(−12.16 + 17.60i)(−3.54 + 4.40i) = −34.39 − 115.81i

Their quotient is

η = −0.00450 + 0.00393i

and A = 2(−0.00450) = −0.90%. The solution without expansion gives R₊ = 0.45949 and R₋ = 0.46785, so A = −0.00836/0.92734 = −0.90%. The reflectance is lower for M along +y with this choice of Q.

The phase of Q matters. At fixed |Q|, A = 2|η| cos φ, where φ is the phase of η and shifts with that of Q. The contrast could therefore lie anywhere between −1.2% and +1.2%. The value −0.90% belongs to the chosen phase and is not a prediction for cobalt.

With everything except θ held fixed, A is −0.16% at 15°, −0.35% at 30°, −0.90% at 60° and −0.64% at 80°. The large-|ε| formula gives A ≈ −0.65% tan θ, or −0.17% at 15° but −1.12% at 60°, where |ε|c² is only about seven times s².

The largest |A|, 1.10%, occurs near 71°, whereas R_p is smallest near 77°. The largest difference |R₊ − R₋| lies near 65°. It is smaller in angle than the peak of |A| because the difference is, to first order, 2AR_p: at that peak |A| is stationary while R_p is still falling, so the product is already decreasing. These angles belong to real positive Q. If Q has phase 90°, |A| peaks at 1.8% near 80°, beyond the minimum of R_p, and the largest difference lies above that, near 83°.

**Part (h)**

Question. Does the result of part (b) mean that an ellipsometer sees no magnetic change? Use r_p/r_s = tan Ψ exp(iΔ).

Answer. No. Pure s and pure p light keep their polarisation, but a mixture does not, because its two components are multiplied by different coefficients and one of these depends on M. Since r_s has no linear change,

δ ln(r_p/r_s) = η

The real part of the logarithm is ln tan Ψ, with derivative 1/(sin Ψ cos Ψ) = 2/sin 2Ψ. The imaginary part is Δ. Hence, in radians,

δΨ = ½ sin 2Ψ Re η,  δΔ = Im η

Changing from −M to +M doubles both. In the example tan Ψ = √(0.464/0.817), so Ψ = 37.0° and sin 2Ψ = 0.961. Then

Ψ(+M) − Ψ(−M) = 0.961(−0.00450) rad = −0.25°
Δ(+M) − Δ(−M) = 2(0.00393) rad = 0.45°

The opposite sign convention for r_p would shift Δ by 180° but leave these differences unchanged. In a lossless medium η is imaginary, so Δ can carry a first-order signal even when the reflectance does not.

**Part (i)**

Question. Which assumptions would matter most for a real cobalt film?

Answer. The optical constants are rough, and the unknown phase of Q dominates the uncertainty of A. The other estimates use the values of part (g), with one disturbance changed at a time.

Replacing the half-space by a 100 nm film on glass of index 1.5 changes A by less than 0.01% of its value: the film is about eight intensity decay lengths of 12.4 nm thick, so very little light returns from the glass. An assumed 2 nm transparent oxide of index 2.3 raises |A| by 1.9% of its value and lowers R_p by 1.0%. An angle set 0.5° too high raises |A| by 1.3%. Warming from 300 to 310 K lowers M, and with it A if Q follows M, by well under 0.6%. That figure comes from the crude law M ∝ 1 − (T/T_C)^1.5 with a Curie temperature T_C near 1400 K, and is only an upper estimate: the law puts M at 300 K at 0.90 of its low-temperature value, whereas real cobalt is still within a few per cent of saturation there and changes much more slowly.

The first-order relative change of R_p is 0.90% in size for each sign of M. The second-order changes estimated here are smaller. The part of R_p even in M changes by −0.04% with the tensor of part (a), in which the diagonal elements are not shifted. If ε_xx and ε_zz also shift by an equal amount of assumed size |εQ²|, this change depends on the phase of the shift and can reach about −0.17%. R_s changes by 0.01% if ε_yy shifts by an assumed εQ², and by up to 0.03% in size for a shift of the same size with another phase.

The absence of conversion is more fragile. Tilting M by 1° out of the surface gives |r_sp| = 1.1 × 10⁻⁴, and by 1° within the surface 2.5 × 10⁻⁵. Hexagonal cobalt is also not optically isotropic. An assumed 5% increase of ε along a crystal axis lying in the surface, at 45° to the plane of incidence, gives |r_sp| = 3.9 × 10⁻³ even at M = 0. This is nearly as large as the magnetic change |δr_p| = |η||r_p| ≈ 4.1 × 10⁻³. Conversion seen in such a film is therefore not by itself evidence of a misaligned magnetisation. The part present at M = 0 does not change when M is reversed; but with this anisotropy, ε_xz unchanged and M exactly along y, r_sp also has a part odd in M of about 2 × 10⁻⁵, as large as the effect of the 1° tilt within the surface.

The remaining values are listed in the numerical output.

Computed values

```
wavelength 633 nm, photon energy 1.959 eV
index n (rough, Co): 2.2 +4.0i; Q (rough size): 0.04
angle of incidence: 60 deg
eps: -11.16 +17.60i
q = sqrt(eps - sin^2): 2.1611 +4.0719i
eps - 1: -12.16 +17.60i
eps cos^2 - sin^2: -3.5400 +4.4000i
r_p at M=0: 0.4923 +0.4706i
r_s at M=0: -0.8875 -0.1721i
R_p at M=0: 0.46388; R_s at M=0: 0.81733
dr_p/r_p, formula: -0.004504 +0.003927i
dr_p/r_p, solver, odd part: -0.004511 +0.003930i
R_p for +M: 0.45949; for -M: 0.46785
contrast A, solver: -0.9020 %
contrast A, first order: -0.9009 %
largest |A| for any phase of Q: 1.1952 %
|r_s(+M) - r_s(-M)|: 1.1e-16
largest conversion amplitude: 0.0e+00
Psi at M=0: 36.993 deg
Psi(+M)-Psi(-M): -0.2484 deg
Delta(+M)-Delta(-M): 0.4507 deg
angle (deg), R_p at M=0, contrast A (%), R_p(+M)-R_p(-M):
   0  0.6646    0.0000   0.000000
  15  0.6549   -0.1645  -0.002154
  30  0.6235   -0.3495  -0.004356
  45  0.5639   -0.5835  -0.006578
  60  0.4639   -0.9020  -0.008364
  70  0.3757   -1.0944  -0.008221
  80  0.3477   -0.6413  -0.004461
  85  0.4930   -0.1044  -0.001030
largest |A| at 71.1 deg: A = -1.097 %
smallest R_p at 77.2 deg: 0.3348
largest |R_p(+M)-R_p(-M)| at 64.8 deg
spin-orbit model, exchange field doubled, growth factors:
  eps_xz 1.996, eps_yy change 3.996
  r_p odd part 2.000, r_s change 3.999
Neglected effects at the example angle (assumed strengths):
  even part of R_p, tensor linear in Q: -0.0446 %
  R_s change if eps_yy shifts by eps Q^2: 0.0146 %
  M tilted 1 deg in plane: |r_sp| = 2.51e-05
  M tilted 1 deg out of plane: |r_sp| = 1.13e-04
  intensity decay depth in Co: 12.4 nm
  100 nm film on glass n=1.5: A changes by -0.001 %
  2 nm oxide n=2.3: A changes by 1.88 %, R_p by -1.04 %
  5 % anisotropy, axis at 45 deg, M=0: |r_sp| = 3.89e-03
  angle error 0.5 deg: A changes by 1.32 %
  300 to 310 K, rough T^1.5 law: M changes by -0.56 %
```
